# Polysilicon gate depletion and its equivalent oxide thickness: verification in Python

```python
"""Depletion of a doped polysilicon gate by a given sheet charge.

Result under test (depletion approximation):
    width W = n_s/N, drop V = q n_s^2/(2 eps_s N),
    small-signal equivalent oxide t = (eps_ox/eps_s) W.
N: active donors per volume; n_s: balanced electronic charges per area;
eps_s, eps_ox: permittivities of silicon and oxide; q: elementary charge.
psi: upward band bending in volts, zero deep inside the gate.
Internal units: nm, V, eV; densities in nm^-3 and nm^-2.
Silicon permittivity and masses are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import expit

EPS_SI, EPS_OX = 11.7, 3.9
DONORS = 1e20 * 1e-21
SHEET = 1e13 * 1e-14
OXIDE_NM = 1.5
MASS_LONG, MASS_TRANS, VALLEYS = 0.92, 0.19, 6
KAPPA = const.e / (EPS_SI * const.epsilon_0) * 1e9       # q/eps_s in V nm
KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2
BOLTZMANN = const.k / const.e                            # eV/K
RATIO = EPS_OX / EPS_SI


def solve_poisson(density, sheet, step, start):
    """Newton solution of psi'' = KAPPA*(DONORS-n), psi'(0) = -KAPPA*sheet."""
    psi = start.copy()
    weight = np.full(psi.size, step)
    weight[[0, -1]] = step / 2
    laplace = np.full(psi.size, -2 / step)
    laplace[[0, -1]] = -1 / step
    for _ in range(300):
        n, slope = density(psi)
        flux = np.concatenate(([-KAPPA * sheet], np.diff(psi) / step, [0.0]))
        residual = np.diff(flux) - weight * KAPPA * (DONORS - n)
        bands = np.zeros((3, psi.size))
        bands[0, 1:] = 1 / step
        bands[1] = laplace + weight * KAPPA * slope
        bands[2, :-1] = 1 / step
        change = solve_banded((1, 1), bands, -residual)
        psi += change
        if np.max(np.abs(change)) < 1e-10:
            return psi
    raise RuntimeError("Poisson solver did not converge")


def cold_gate(sheet, thermal_volt, step=0.005, depth=3.0):
    """Classical mobile charge with a very small thermal voltage."""
    def density(psi):
        n = DONORS * np.exp(-psi / thermal_volt)
        return n, -n / thermal_volt
    return solve_poisson(density, sheet, step, np.zeros(round(depth / step) + 1))


U_GRID = np.linspace(0.0, 9.0, 226)
U_STEP = U_GRID[1] - U_GRID[0]


def fermi_integrals(eta):
    """Normalized Fermi integral of order 1/2, its slope, and order 3/2."""
    occ = expit(np.asarray(eta)[..., None] - U_GRID**2)
    pref = 4 / np.sqrt(np.pi) * U_STEP
    half = pref * np.sum(U_GRID**2 * occ, axis=-1)
    slope = pref * np.sum(U_GRID**2 * occ * (1 - occ), axis=-1)
    three = pref * 2 / 3 * np.sum(U_GRID**4 * occ, axis=-1)
    return half, slope, three


def bulk_state(kt):
    """Effective density of states and reduced Fermi level of the bulk gate."""
    mass = (MASS_LONG * MASS_TRANS**2) ** (1 / 3)
    band_density = 2 * VALLEYS * (mass * kt / (4 * np.pi * KINETIC)) ** 1.5
    eta = brentq(lambda x: band_density * fermi_integrals(x)[0] - DONORS, -10, 20)
    return band_density, eta


def fermi_gate(sheet, kt, step=0.02, depth=10.0):
    """Direct solution in depth with Fermi statistics."""
    band_density, eta = bulk_state(kt)

    def density(psi):
        half, slope, _ = fermi_integrals(eta - psi / kt)
        return band_density * half, -band_density * slope / kt
    return solve_poisson(density, sheet, step, np.zeros(round(depth / step) + 1))


def pressure_formula(sheet, kt):
    """Drop and surface density from the integrated force balance."""
    band_density, eta = bulk_state(kt)

    def pressure(psi):
        return band_density * kt * fermi_integrals(eta - psi / kt)[2]

    def balance(psi):
        return (DONORS * psi - pressure(0.0) + pressure(psi)
                - KAPPA * sheet**2 / 2)
    drop = brentq(balance, 0.0, 1.0)
    return drop, band_density * fermi_integrals(eta - drop / kt)[0]


def wave_gate(sheet, kt, step, length):
    """Schroedinger-Poisson gate slab with hard walls, fixed Fermi level."""
    mu = bulk_state(kt)[1] * kt
    nodes = round(length / step) + 1
    psi = np.zeros(nodes)
    ladders = [(MASS_LONG, MASS_TRANS, 2),
               (MASS_TRANS, np.sqrt(MASS_LONG * MASS_TRANS), 4)]
    for _ in range(100):
        shapes, energies = [], []
        for mass_depth, mass_plane, count in ladders:
            hop = KINETIC / (mass_depth * step**2)
            energy, vectors = eigh_tridiagonal(
                2 * hop + psi[1:-1], np.full(nodes - 3, -hop))
            keep = energy < mu + 20 * kt
            shape = np.zeros((nodes, int(keep.sum())))
            shape[1:-1] = vectors[:, keep] ** 2 / step
            shapes.append(shape * count * mass_plane * kt / (2 * np.pi * KINETIC))
            energies.append(energy[keep])
        shape, energy = np.hstack(shapes), np.concatenate(energies)
        old = psi

        def density(trial):
            arg = (mu - energy[None, :] - (trial - old)[:, None]) / kt
            return (np.sum(shape * np.logaddexp(0.0, arg), axis=1),
                    -np.sum(shape * expit(arg), axis=1) / kt)
        psi = solve_poisson(density, sheet, step, old)
        if np.max(np.abs(psi - old)) < 1e-7:
            return psi
    raise RuntimeError("Schroedinger-Poisson loop did not converge")


def added_oxide(surface_bending, sheet, fraction):
    """Small-signal equivalent oxide by a central difference in charge."""
    high = surface_bending(sheet * (1 + fraction))
    low = surface_bending(sheet * (1 - fraction))
    return RATIO / KAPPA * (high - low) / (2 * fraction * sheet)


# Depletion-approximation formulas
width = SHEET / DONORS
drop = KAPPA * SHEET**2 / (2 * DONORS)
oxide_extra = RATIO * width
oxide_static = RATIO * drop / (KAPPA * SHEET)

# Cold mobile carriers: no depletion edge is assumed by this solver
vt_small = 1e-4
psi_cold = cold_gate(SHEET, vt_small)
psi_warmer = cold_gate(SHEET, 2 * vt_small)
drop_cold = 2 * psi_cold[0] - psi_warmer[0]   # linear extrapolation to zero
n_cold = np.exp(-psi_cold / vt_small)
edge_cold = np.interp(0.5, n_cold, 0.005 * np.arange(n_cold.size))
oxide_cold = added_oxide(lambda s: cold_gate(s, vt_small)[0], SHEET, 0.02)
screening_cold = np.sqrt(vt_small / (KAPPA * DONORS))
assert abs(drop_cold / drop - 1) < 1e-3
assert abs(edge_cold - width) < 2 * screening_cold  # thermal edge smearing
assert abs(oxide_cold / oxide_extra - 1) < 2e-3

# Room-temperature Fermi statistics: direct solution against force balance
kt_room = BOLTZMANN * 300
drop_fermi, n_surface = pressure_formula(SHEET, kt_room)
drop_direct = fermi_gate(SHEET, kt_room)[0]
oxide_fermi = RATIO * SHEET / (DONORS - n_surface)
oxide_direct = added_oxide(lambda s: fermi_gate(s, kt_room)[0], SHEET, 0.02)
assert abs(drop_direct / drop_fermi - 1) < 1e-3
assert abs(oxide_direct / oxide_fermi - 1) < 3e-3
assert drop_direct > drop and oxide_direct > oxide_extra
drop_hot, n_hot = pressure_formula(SHEET, BOLTZMANN * 400)
oxide_hot = RATIO * SHEET / (DONORS - n_hot)


# Electron waves at the oxide wall, with mesh and slab-length checks
def wave_result(step, length):
    zero = wave_gate(0.0, kt_room, step, length)
    loaded = wave_gate(SHEET, kt_room, step, length)
    extra = added_oxide(lambda s: wave_gate(s, kt_room, step, length)[0],
                        SHEET, 0.05)
    return loaded[0] - zero[0], extra, zero[0], loaded[loaded.size // 2]


wave_drop, wave_oxide, wave_zero, wave_middle = wave_result(0.1, 16.0)
fine_drop, fine_oxide, _, _ = wave_result(0.05, 16.0)
long_drop, long_oxide, _, _ = wave_result(0.1, 20.0)
assert abs(wave_middle) < 3e-3      # slab interior agrees with the bulk gas
assert max(abs(fine_drop - wave_drop), abs(long_drop - wave_drop)) < 2e-3
assert max(abs(fine_oxide - wave_oxide), abs(long_oxide - wave_oxide)) < 0.01

# Random donors: scatter of the number under a 10 nm by 10 nm patch
patch_count = SHEET * 100
patch_scatter = np.sqrt(patch_count)
rng = np.random.default_rng(4)
cells = 4000
places = rng.uniform(0, cells, int(round(patch_count * cells)))
counts = np.bincount(places.astype(int), minlength=cells)
assert abs(counts.std() / patch_scatter - 1) < 0.06  # finite sample

gate_field = KAPPA * SHEET * 10     # 1 V/nm = 10 MV/cm
oxide_field = gate_field / RATIO
half_active = DONORS / 2

print(f"Active doping: {DONORS * 1e21:.2e} cm^-3")
print(f"Balanced charges: {SHEET * 1e14:.2e} cm^-2")
print(f"Relative permittivity silicon, oxide: {EPS_SI}, {EPS_OX}")
print(f"Depletion width: {width:.3f} nm")
print(f"Depletion drop: {drop * 1e3:.2f} mV")
print(f"Small-signal extra oxide: {oxide_extra:.4f} nm")
print(f"Static drop-equivalent oxide: {oxide_static:.4f} nm")
print(f"Chosen oxide thickness: {OXIDE_NM:.2f} nm")
print(f"Capacitance loss: {100 * oxide_extra / (OXIDE_NM + oxide_extra):.1f} %")
print(f"Gate surface field: {gate_field:.3f} MV/cm")
print(f"Oxide field: {oxide_field:.3f} MV/cm")
print(f"Cold solver, half-density depth: {edge_cold:.3f} nm")
print(f"Cold solver, extrapolated drop: {drop_cold * 1e3:.2f} mV")
print(f"Cold solver, extra oxide: {oxide_cold:.4f} nm")
print(f"Thermal voltage at 300 K: {kt_room * 1e3:.2f} mV")
print(f"Masses long., transv.: {MASS_LONG}, {MASS_TRANS} electron masses")
print(f"Fermi level above band edge, 300 K: {bulk_state(kt_room)[1] * kt_room * 1e3:.1f} meV")
print(f"Fermi drop, 300 K, force balance: {drop_fermi * 1e3:.2f} mV")
print(f"Fermi drop, 300 K, direct solution: {drop_direct * 1e3:.2f} mV")
print(f"Surface electron density / doping, 300 K: {n_surface / DONORS:.4f}")
print(f"Fermi extra oxide, 300 K, formula: {oxide_fermi:.4f} nm")
print(f"Fermi extra oxide, 300 K, direct: {oxide_direct:.4f} nm")
print(f"Fermi drop, 400 K: {drop_hot * 1e3:.2f} mV")
print(f"Fermi extra oxide, 400 K: {oxide_hot:.4f} nm")
print(f"Wave model, surface bending at zero charge: {wave_zero * 1e3:.1f} mV")
print(f"Wave model, drop from zero charge: {wave_drop * 1e3:.1f} mV")
print(f"Wave model, extra oxide: {wave_oxide:.3f} nm")
print(f"Wave drop shift, mesh 0.1 to 0.05 nm: {(fine_drop - wave_drop) * 1e3:.3f} mV")
print(f"Wave oxide shift, mesh 0.1 to 0.05 nm: {fine_oxide - wave_oxide:.5f} nm")
print(f"Wave drop shift, slab 16 to 20 nm: {(long_drop - wave_drop) * 1e3:.3f} mV")
print(f"Wave oxide shift, slab 16 to 20 nm: {long_oxide - wave_oxide:.5f} nm")
print(f"Half activation, width: {SHEET / half_active:.3f} nm")
print(f"Half activation, drop: {KAPPA * SHEET**2 / (2 * half_active) * 1e3:.2f} mV")
print(f"Half activation, extra oxide: {RATIO * SHEET / half_active:.4f} nm")
print(f"Mean donor spacing: {DONORS ** (-1 / 3):.2f} nm")
print(f"Donors uncovered in 10 nm x 10 nm: {patch_count:.1f}")
print(f"Random scatter of that number: {patch_scatter:.2f}")
print(f"Relative scatter: {100 * patch_scatter / patch_count:.1f} %")
print("PASS")
```

It prints:

```
Active doping: 1.00e+20 cm^-3
Balanced charges: 1.00e+13 cm^-2
Relative permittivity silicon, oxide: 11.7, 3.9
Depletion width: 1.000 nm
Depletion drop: 77.33 mV
Small-signal extra oxide: 0.3333 nm
Static drop-equivalent oxide: 0.1667 nm
Chosen oxide thickness: 1.50 nm
Capacitance loss: 18.2 %
Gate surface field: 1.547 MV/cm
Oxide field: 4.640 MV/cm
Cold solver, half-density depth: 0.996 nm
Cold solver, extrapolated drop: 77.33 mV
Cold solver, extra oxide: 0.3333 nm
Thermal voltage at 300 K: 25.85 mV
Masses long., transv.: 0.92, 0.19 electron masses
Fermi level above band edge, 300 K: 65.2 meV
Fermi drop, 300 K, force balance: 117.93 mV
Fermi drop, 300 K, direct solution: 117.92 mV
Surface electron density / doping, 300 K: 0.0342
Fermi extra oxide, 300 K, formula: 0.3451 nm
Fermi extra oxide, 300 K, direct: 0.3452 nm
Fermi drop, 400 K: 123.53 mV
Fermi extra oxide, 400 K: 0.3544 nm
Wave model, surface bending at zero charge: -130.2 mV
Wave model, drop from zero charge: 198.4 mV
Wave model, extra oxide: 0.490 nm
Wave drop shift, mesh 0.1 to 0.05 nm: 0.073 mV
Wave oxide shift, mesh 0.1 to 0.05 nm: 0.00009 nm
Wave drop shift, slab 16 to 20 nm: -0.001 mV
Wave oxide shift, slab 16 to 20 nm: -0.00000 nm
Half activation, width: 2.000 nm
Half activation, drop: 154.66 mV
Half activation, extra oxide: 0.6667 nm
Mean donor spacing: 2.15 nm
Donors uncovered in 10 nm x 10 nm: 10.0
Random scatter of that number: 3.16
Relative scatter: 31.6 %
PASS
```
